# Chadi-Cohen special points for the face-centred cubic lattice: a program that tests the result

```python
"""
Special-point integration over the fcc Brillouin zone.

Result under test: for a periodic function f(k) with full cubic symmetry,
    average of f  ~  3/4 f(3/4,1/4,1/4) + 1/4 f(1/4,1/4,1/4)
is exact for every star of lattice vectors except those whose integer
components are all multiples of 4; the first such star is (4,0,0).

Symbols
  k      wave vector in units of 2 pi / a
  n      lattice vector R = (a/2) n, n integer with even component sum
  star   all vectors obtained from n by the 48 cubic operations
  A(k)   star function, the sum of exp(i k.R) over one star
  S      weighted sum of A over the special points
  delta, hop   site energy and hopping of a two-site model, in eV
"""
import itertools
import numpy as np
from scipy.optimize import fsolve

rng = np.random.default_rng(7)

# ---------- cubic operations, stars and star functions ----------
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, perm[row]] = signs[row]
        operations.append(matrix)
operations = np.array(operations)
assert len(operations) == 48


def make_star(n):
    return np.array(sorted({tuple(v) for v in operations @ np.array(n)}))


def star_function(k, star):
    phases = np.pi * (np.asarray(k, dtype=float) @ star.T)
    return np.exp(1j * phases).sum(axis=-1).real


def star_list(max_norm2):
    top = int(np.sqrt(max_norm2)) + 1
    reps = [(i, j, l) for i in range(top + 1) for j in range(i + 1)
            for l in range(j + 1)
            if (i + j + l) % 2 == 0 and 0 < i*i + j*j + l*l <= max_norm2]
    return sorted(reps, key=lambda n: (sum(c * c for c in n), n))


first_reps = star_list(16)
first_stars = [make_star(n) for n in first_reps]

# ---------- orthogonality by Gauss quadrature over a primitive cell ----------
nodes, gauss_w = np.polynomial.legendre.leggauss(24)
nodes, gauss_w = (nodes + 1) / 2, gauss_w / 2
recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
u = np.stack(np.meshgrid(nodes, nodes, nodes, indexing="ij"), -1)
cell_k = u.reshape(-1, 3) @ recip
cell_w = np.einsum("i,j,k->ijk", gauss_w, gauss_w, gauss_w).ravel()
values = np.array([star_function(cell_k, s) for s in first_stars])
overlap = (values * cell_w) @ values.T
sizes = np.array([len(s) for s in first_stars])
assert np.allclose(overlap, np.diag(sizes), atol=1e-7)
assert np.allclose(values @ cell_w, 0, atol=1e-7)

# ---------- one point cannot satisfy the first three conditions ----------
sample = rng.uniform(-1, 1, (50, 3))
p, q, r = np.cos(np.pi * sample).T
pair_sum = p*q + q*r + r*p
assert first_reps[:3] == [(1, 1, 0), (2, 0, 0), (2, 1, 1)]
assert np.allclose(star_function(sample, first_stars[0]), 4 * pair_sum)
assert np.allclose(star_function(sample, first_stars[1]),
                   4 * (p*p + q*q + r*r) - 6)
assert np.allclose(star_function(sample, first_stars[2]),
                   8 * (2*p*q*r*(p + q + r) - pair_sum))
axis = np.linspace(0, 1, 41)
scan = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
scan_min = sum(abs(star_function(scan, s)) for s in first_stars[:3]).min()
assert scan_min > 0.5


def mean_conditions(xy):
    point = np.array([xy[0], xy[1], 0.0])
    return [star_function(point, s) for s in first_stars[:2]]


mean_xy = fsolve(mean_conditions, [0.6, 0.3], xtol=1e-13)
mean_point = np.array([mean_xy[0], mean_xy[1], 0.0])
assert np.allclose(mean_conditions(mean_xy), 0, atol=1e-9)
assert np.isclose(np.cos(np.pi * mean_xy).sum(), np.sqrt(1.5) - 1)

# ---------- product theorem for generated point sets ----------
for star in first_stars:
    ka, kb = rng.uniform(-1, 1, (2, 3))
    generated = star_function(ka + operations @ kb, star).mean()
    product = star_function(ka, star) * star_function(kb, star) / len(star)
    assert np.isclose(generated, product, atol=1e-10)

# ---------- generate and fold the special points (in quarters) ----------
recip_quarters = [4 * np.array(g) for g in
                  itertools.product(range(-2, 3), repeat=3)
                  if len({c % 2 for c in g}) == 1]


def fold(quarters):
    images = [tuple(sorted(abs(quarters - g), reverse=True))
              for g in recip_quarters]
    return min(images, key=lambda v: (sum(c * c for c in v), v))


counts = {}
for shift in itertools.product((1, -1), repeat=3):
    key = tuple(int(c) for c in fold(np.array([2, 2, 2]) + np.array(shift)))
    counts[key] = counts.get(key, 0) + 1
assert counts == {(3, 1, 1): 6, (1, 1, 1): 2}
keys = [(3, 1, 1), (1, 1, 1)]
special = np.array(keys) / 4
weights = np.array([counts[key] for key in keys]) / sum(counts.values())
a110 = star_function(special, first_stars[0])
solved = np.linalg.solve(np.array([[1, 1], a110]), [1, 0])
assert np.allclose(weights, solved) and np.allclose(weights, [0.75, 0.25])


def cell_label(quarters):
    return min(tuple(int(c) for c in quarters % 8),
               tuple(int(c) for c in (quarters + 4) % 8))


orbits = [{cell_label(op @ np.array(key)) for op in operations} for key in keys]
orbit_sizes = [len(o) for o in orbits]
odd_grid = {cell_label(np.array(v))
            for v in itertools.product((1, 3, 5, 7), repeat=3)}
assert orbits[0] | orbits[1] == odd_grid and len(odd_grid) == 32
assert np.allclose(np.array(orbit_sizes) / 32, weights)

# ---------- which stars are integrated exactly ----------
half, quarter = np.full(3, 0.5), np.full(3, 0.25)
many_reps = star_list(100)
failing = []
for n in many_reps:
    star = make_star(n)
    total = weights @ star_function(special, star)
    survives = all(c % 4 == 0 for c in n)
    expected = len(star) * (-1) ** (sum(n) // 4) if survives else 0
    assert np.isclose(total, expected, atol=1e-9)
    assert (abs(star_function(half, star)) < 1e-9) == any(c % 2 for c in n)
    assert (abs(star_function(quarter, star)) < 1e-9) == any(
        c % 4 == 2 for c in n)
    if abs(total) > 1e-9:
        failing.append(n)
assert failing[0] == (4, 0, 0) and first_reps.index((4, 0, 0)) == 7
norms = [sum(c * c for c in n) for n in many_reps]
split_norm = next(v for v in norms if norms.count(v) > 1)
split_stars = [n for n in many_reps if sum(c * c for c in n) == split_norm]
assert split_norm == 18

# ---------- a function without cubic symmetry ----------


def low_symmetry(k):
    return np.cos(np.pi * k[..., 0]) * np.cos(np.pi * k[..., 1])


low_two = weights @ low_symmetry(special)
low_all = low_symmetry(np.array(sorted(odd_grid)) / 4).mean()
low_exact = cell_w @ low_symmetry(cell_k)
assert abs(low_exact) < 1e-9 and abs(low_all) < 1e-12 and abs(low_two) > 0.1

# ---------- worked example: lower band of a two-site model ----------
delta, hop = 2.0, 1.0
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def lower_band(k):
    k = np.asarray(k, dtype=float)
    g = np.exp(0.5j * np.pi * (k @ bonds.T)).sum(axis=-1)
    ham = np.zeros(k.shape[:-1] + (2, 2), dtype=complex)
    ham[..., 0, 0], ham[..., 1, 1] = delta, -delta
    ham[..., 0, 1], ham[..., 1, 0] = hop * g, hop * g.conj()
    return np.linalg.eigvalsh(ham)[..., 0]


assert np.allclose(lower_band(sample), -np.sqrt(
    delta**2 + hop**2 * (4 + star_function(sample, first_stars[0]))))


def fourier_coefficients(size):
    line = 2 * np.arange(size) / size
    grid = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1)
    return np.fft.fftn(lower_band(grid)).real / size**3


coef = fourier_coefficients(40)
reference = coef[0, 0, 0]
assert abs(reference - fourier_coefficients(30)[0, 0, 0]) < 1e-9
assert abs(coef[1, 0, 0]) < 1e-12

# the star series, one coefficient per star, must rebuild the band
series = np.full(5, reference)
for n in star_list(196):
    series += coef[n] * star_function(sample[:5], make_star(n))
series_error = abs(series - lower_band(sample[:5])).max()
assert series_error < 1e-4

band_special = lower_band(special)
two_point = weights @ band_special
error = two_point - reference
alias_sum = sum((-1) ** (sum(m) % 2) * coef[tuple(4 * c for c in m)]
                for m in itertools.product(range(-4, 5), repeat=3) if any(m))
assert abs(error - alias_sum) < 1e-8     # omitted coefficients are tiny
alias_reps = [(4, 0, 0), (4, 4, 0), (4, 4, 4), (8, 0, 0)]
alias_terms = [(weights @ star_function(special, make_star(n))) * coef[n]
               for n in alias_reps]
assert abs(error - alias_terms[0]) < 0.5 * abs(alias_terms[0])
one_point = lower_band(mean_point)
gamma_value = lower_band(np.zeros(3))
assert abs(error) < abs(one_point - reference) < abs(gamma_value - reference)

# ---------- printed results ----------
print("k in units of 2pi/a; lattice vectors R = (a/2) n")
for point, weight, size in zip(special, weights, orbit_sizes):
    print(f"special point {point}, weight {weight:.2f}, orbit {size} points")
print("star n | members | |R|/a | A(1/2,1/2,1/2) | A(1/4,1/4,1/4)"
      " | A(3/4,1/4,1/4) | S")
for n, star in zip(first_reps, first_stars):
    row = [star_function(half, star), star_function(quarter, star),
           star_function(special[0], star),
           weights @ star_function(special, star)]
    text = " ".join(f"{round(v, 6) + 0.0:7.2f}" for v in row)
    print(f"{n} {len(star):3d} {np.linalg.norm(n) / 2:.4f} {text}")
print("failing stars up to |n|^2 = 100:", failing)
print("first distance with two stars: |n|^2 =", split_norm, split_stars)
print(f"mean-value point: ({mean_point[0]:.4f}, {mean_point[1]:.4f}, 0)")
print(f"A_211 at mean-value point: "
      f"{star_function(mean_point, first_stars[2]):.4f}")
print(f"grid minimum of |A_110|+|A_200|+|A_211|: {scan_min:.4f}")
print(f"cos(pi kx)cos(pi ky): two-point average {low_two:.4f}, "
      f"32-point average {abs(low_all):.4f}, exact {abs(low_exact):.4f}")
print(f"model: delta = {delta:.1f} eV, hopping = {hop:.1f} eV")
print(f"band at (3/4,1/4,1/4): {band_special[0]:.6f} eV")
print(f"band at (1/4,1/4,1/4): {band_special[1]:.6f} eV")
print(f"two-point average: {two_point:.6f} eV")
print(f"dense-grid average (40^3 grid): {reference:.6f} eV")
print(f"two-point error: {1000 * error:.4f} meV")
print(f"sum over all failing stars: {1000 * alias_sum:.4f} meV")
for n, term in zip(alias_reps, alias_terms):
    print(f"star {n}: coefficient {1000 * coef[n]:.5f} meV, "
          f"error term {1000 * term:.5f} meV")
print(f"mean-value point: band {one_point:.6f} eV, "
      f"error {1000 * (one_point - reference):.3f} meV")
print(f"Gamma only: band {gamma_value:.6f} eV, "
      f"error {1000 * (gamma_value - reference):.1f} meV")
print(f"largest misfit of star series, |n|^2 <= 196: {series_error:.1e} eV")
print("all assertions hold")
```

Printed output:

```
k in units of 2pi/a; lattice vectors R = (a/2) n
special point [0.75 0.25 0.25], weight 0.75, orbit 24 points
special point [0.25 0.25 0.25], weight 0.25, orbit 8 points
star n | members | |R|/a | A(1/2,1/2,1/2) | A(1/4,1/4,1/4) | A(3/4,1/4,1/4) | S
(1, 1, 0)  12 0.7071    0.00    6.00   -2.00    0.00
(2, 0, 0)   6 1.0000   -6.00    0.00    0.00    0.00
(2, 1, 1)  24 1.2247    0.00    0.00    0.00    0.00
(2, 2, 0)  12 1.4142   12.00    0.00    0.00    0.00
(3, 1, 0)  24 1.5811    0.00  -12.00    4.00    0.00
(2, 2, 2)   8 1.7321   -8.00    0.00    0.00    0.00
(3, 2, 1)  48 1.8708    0.00    0.00    0.00    0.00
(4, 0, 0)   6 2.0000    6.00   -6.00   -6.00   -6.00
failing stars up to |n|^2 = 100: [(4, 0, 0), (4, 4, 0), (4, 4, 4), (8, 0, 0), (8, 4, 0), (8, 4, 4)]
first distance with two stars: |n|^2 = 18 [(3, 3, 0), (4, 1, 1)]
mean-value point: (0.6223, 0.2953, 0)
A_211 at mean-value point: -4.4041
grid minimum of |A_110|+|A_200|+|A_211|: 1.7151
cos(pi kx)cos(pi ky): two-point average -0.2500, 32-point average 0.0000, exact 0.0000
model: delta = 2.0 eV, hopping = 1.0 eV
band at (3/4,1/4,1/4): -2.449490 eV
band at (1/4,1/4,1/4): -3.741657 eV
two-point average: -2.772532 eV
dense-grid average (40^3 grid): -2.769364 eV
two-point error: -3.1680 meV
sum over all failing stars: -3.1680 meV
star (4, 0, 0): coefficient 0.53926 meV, error term -3.23557 meV
star (4, 4, 0): coefficient 0.00762 meV, error term 0.09140 meV
star (4, 4, 4): coefficient 0.00418 meV, error term -0.03346 meV
star (8, 0, 0): coefficient 0.00230 meV, error term 0.01380 meV
mean-value point: band -2.828427 eV, error -59.063 meV
Gamma only: band -4.472136 eV, error -1702.8 meV
largest misfit of star series, |n|^2 <= 196: 2.8e-08 eV
all assertions hold
```
